# Why fixing kappa at zero works at the Wigner-Seitz radius

## A pure number that geometry can make small

In a KKR calculation a crystal wave has energy \(E\) inside the atomic spheres and kinetic energy \(\tau=\kappa^2/2\) in the envelope that joins them. Hartree atomic units are used in the algebra. If \(\tau\) is treated as a free parameter, a level becomes a function \(E(\tau)\). Both quantities are energies, so \(dE/d\tau\) is a pure number. It can depend only on ratios: of lengths, of energies, or of norms.

For spheres that do not overlap, first-order perturbation theory tells us which ratio. Having kinetic energy \(\tau\) outside at energy \(E\) means having the constant potential \(w=E-\tau\) there. If a fraction \(f\) of the norm lies outside, then \(\delta E=f\,\delta w=f(\delta E-\delta\tau)\), so

\[
\frac{dE}{d\tau}=-\frac{f}{1-f}.
\]

For uniform density, spheres of volume \(V_s\) in cells of volume \(\Omega\) give \(-(\Omega-V_s)/V_s\). This vanishes when \(V_s=\Omega\), which defines the Wigner-Seitz radius. But spheres of that radius overlap, and "outside" loses its plain meaning. The KKR equation supplies the proper one, and shows that the cancellation takes place between the structure constants and the potential functions.

## The model and its matching condition

Take one atom per cell. Inside a sphere of radius \(s\), the partial waves with \(l\le2\) feel a potential \(v(r)\) at energy \(E\), with regular radial solutions \(\varphi_l(E,r)\). Higher partial waves are not scattered: they continue into the sphere with kinetic energy \(\tau\).

The radial envelope functions are

\[
K_l=-\frac{\kappa^{l+1}n_l(\kappa r)}{(2l-1)!!},\qquad
J_l=\frac{(2l-1)!!}{2\kappa^l}\,j_l(\kappa r),
\]

with \((-1)!!=1\). Both are analytic in \(\kappa^2\), and at \(\kappa=0\) they become \(r^{-l-1}\) and \(r^l/[2(2l+1)]\). Define \(W\{f,g\}=r^2(fg'-f'g)\). Since \(K_l\) and \(J_l\) obey the same radial equation, their Wronskian is constant, and its small-\(r\) value is

\[
W\{K_l,J_l\}=\frac{l+(l+1)}{2(2l+1)}=\frac12 .
\]

Let \(L=(l,m)\). For given \(\mathbf k\), consider the Bloch solution of \(-\tfrac12\nabla^2\Psi=\tau\Psi\) whose singular part at each site, apart from the Bloch phase, is \(\sum_L a_LK_lY_L\), with \(a_L=0\) for \(l>2\). It is unique unless \(\tau\) equals a free-electron energy \(|\mathbf k+\mathbf G|^2/2\). Around the central site,

\[
\Psi=\sum_L\left[a_LK_l-J_l(Sa)_L\right]Y_L ,
\]

which defines the structure constants \(S(\mathbf k,\tau)\). They are Hermitian: Green's theorem for two such solutions, with coefficients \(a\) and \(b\), gives zero total flux through a small sphere, hence \(-\tfrac12a^\dagger Sb+\tfrac12(Sa)^\dagger b=0\).

For \(l\le2\) the bracket must join \(\varphi_l\) in value and slope at \(s\), so its Wronskian with \(\varphi_l\) vanishes there:

\[
W\{\varphi_l,K_l\}a_L=W\{\varphi_l,J_l\}(Sa)_L .
\]

Therefore

\[
(P-S)a=0,\qquad
P_l=\frac{W\{\varphi_l,K_l\}}{W\{\varphi_l,J_l\}}
=\frac{\varphi_l'K_l-\varphi_lK_l'}{\varphi_l'J_l-\varphi_lJ_l'}\bigg|_s .
\]

The attraction of \(\kappa=0\) is visible here. Then \(sK_l'=-(l+1)K_l\) and \(sJ_l'=lJ_l\), and with \(D_l=s\varphi_l'/\varphi_l\),

\[
P_l=\frac{2(2l+1)}{s^{2l+1}}\,\frac{D_l+l+1}{D_l-l}.
\]

All energy dependence sits in the atomic quantity \(D_l(E)\), while \(S\) depends on the lattice and \(\mathbf k\) alone. The question is what this separation costs.

## Both drifts are norms of the same envelope

**The energy derivative of \(P\).** Drop the index \(l\) and set \(u=K-PJ\). By the definition of \(P\), \(W\{\varphi,u\}=0\) at \(s\), so \(u=c\varphi\) there in value and slope. Since \(W\{u,J\}=\tfrac12\), we have \(c=1/(2W\{\varphi,J\})\). Differentiating the quotient for \(P\) at fixed \(\tau\) gives

\[
\frac{\partial P}{\partial E}
=\frac{W\{\partial_E\varphi,K\}-P\,W\{\partial_E\varphi,J\}}{W\{\varphi,J\}}
=\frac{W\{\partial_E\varphi,u\}}{W\{\varphi,J\}}
=2c^2\,W\{\partial_E\varphi,\varphi\}.
\]

Let \(U=v+l(l+1)/(2r^2)\). The radial equation is \((r^2\varphi')'=2r^2(U-E)\varphi\). Its energy derivative has the same form for \(\partial_E\varphi\), with the extra term \(-2r^2\varphi\). Hence \(dW\{\partial_E\varphi,\varphi\}/dr=2r^2\varphi^2\), and

\[
\frac{\partial P}{\partial E}=4c^2\int_0^s\varphi^2r^2\,dr .
\]

**The \(\tau\) derivative of \(P\).** Now hold \(E\), and so \(\varphi\), fixed. Let a dot denote \(\partial/\partial\tau\), and let \(\dot u=\dot K-P\dot J\), with \(P\) held fixed in \(\dot u\). The same quotient rule gives

\[
\frac{\partial P}{\partial\tau}=\frac{W\{\varphi,\dot u\}}{W\{\varphi,J\}}=2W\{u,\dot u\}\Big|_s .
\]

The free radial equation, differentiated with respect to \(\tau\), gives \(dW\{u,\dot u\}/dr=-2r^2u^2\). Integrate from a small radius \(\rho\) to \(s\). At \(\rho\), the products of \(K\) and \(\dot K\) contain only odd powers of \(\rho\), and all other products vanish as \(\rho\to0\). No constant is left behind, so the inverse powers can be dropped without ambiguity. Writing Fp for this finite part,

\[
\frac{\partial P}{\partial\tau}=-4\,\mathrm{Fp}\!\int_0^s u^2r^2\,dr .
\]

**The \(\tau\) derivative of \(S\).** Hold \(a\) and \(\mathbf k\) fixed. Then \((-\tfrac12\nabla^2-\tau)\dot\Psi=\Psi\). Green's theorem in the cell, outside a ball of radius \(\rho\), gives

\[
\int|\Psi|^2d^3r=-\frac12\oint\left(\Psi^*\partial_n\dot\Psi-\dot\Psi\,\partial_n\Psi^*\right)dA .
\]

Opposite cell faces cancel because \(\Psi\) and \(\dot\Psi\) carry the same Bloch phase. On the ball the outward normal of the region points towards the nucleus, which reverses the sign and leaves \(+\tfrac12\sum_LW\{\psi_L^*,\dot\psi_L\}\), where

\[
\psi_L=a_LK-J(Sa)_L,\qquad
\dot\psi_L=a_L\dot K-\dot J(Sa)_L-J(\dot Sa)_L .
\]

By the same count of powers, the constant part comes from \(W\{K,J\}=\tfrac12\) alone and equals \(-\tfrac12a_L^*(\dot Sa)_L\). Thus

\[
a^\dagger\dot Sa=-4\,\mathrm{Fp}\!\int_{\rm cell}|\Psi|^2d^3r .
\]

The two drifts have the same sign and the same factor. They measure one envelope over two regions: the cell for \(S\), the sphere for \(P\).

## What survives the subtraction

Follow a nondegenerate level and differentiate \(a^\dagger(P-S)a=0\). The derivatives of \(a\) drop out because \((P-S)a=0\) and the matrix is Hermitian. Define

\[
N_{\rm in}=\sum_{l\le2}|a_L|^2c_l^2\int_0^s\varphi_l^2r^2dr,\qquad
N_{\rm sph}=\sum_{l\le2}|a_L|^2\,\mathrm{Fp}\!\int_0^su_l^2r^2dr,
\]

and let \(N_{\rm cell}\) be the finite-part norm of \(\Psi\) in the cell. Then \(4N_{\rm in}\,dE/d\tau-4N_{\rm sph}+4N_{\rm cell}=0\), or

\[
\boxed{\frac{dE}{d\tau}=-\eta,\qquad
\eta=\frac{N_{\rm cell}-N_{\rm sph}}{N_{\rm in}}}
\]

The singular terms at the nucleus are common to both norms and cancel. At the Wigner-Seitz radius the numerator of \(\eta\) is the norm in the cell corners beyond the sphere, minus the norm in the sphere caps beyond the cell, plus the norm of the \(l>2\) waves inside the sphere. Corners and caps have equal volume. They cancel for uniform density; otherwise their density difference remains. For touching spheres there are no caps, and the whole interstitial norm remains, together with the \(l>2\) norm inside the sphere.

If the potential between the atoms is close to a constant \(V_0\), the physical choice is \(\tau=E-V_0\). Integrating the slope gives the change from the \(\kappa=0\) level to the matched level:

\[
E_{\rm matched}-E(0)=-\int_0^{E_{\rm matched}-V_0}\eta(\tau)\,d\tau\approx-\eta(0)\,(E_{\rm matched}-V_0).
\]

The last form is first order and assumes that \(\eta\) varies little along the way. A large kinetic energy can thus be ignored when \(\eta\) is small over the whole interval.

## Free electrons: a case with a known answer

Set \(v=0\) and \(V_0=0\). The lowest level at a \(\mathbf k\) inside the Brillouin zone is \(k^2/2\). At \(\tau=E=k^2/2\) the solution is a plane wave. There \(S\) has a pole, so the slope is understood as a limit from either side; it stays finite. A plane wave of unit density has \(N_{\rm cell}=\Omega\), and since the envelope and the inner wave coincide,

\[
N_{\rm sph}=N_{\rm in}=N_{\rm low}=4\pi\sum_{l=0}^{2}(2l+1)\int_0^sj_l^2(kr)\,r^2dr,
\qquad
\eta=\frac{\Omega-N_{\rm low}}{N_{\rm low}} .
\]

For \(ks\to0\), \(N_{\rm low}\to V_s\) and the opening estimate returns. At the Wigner-Seitz radius only the missing \(l>2\) norm contributes. Since \(j_l^2\propto(kr)^{2l}\) at small \(kr\), it starts at order \((ks)^6\).

Take a bcc lattice with \(a=2.9\) Å and \(\mathbf k=(0.5,0.3,0.1)\,2\pi/a\), where the exact energy is 6.260 eV. The error at \(\kappa=0\) is measured from that value:

| \(s/s_{\rm WS}\) | \(\eta\) at \(\tau=E\) | Error at \(\kappa=0\) (eV) |
|---|---|---|
| 0.879 (touching) | 0.475 | 2.507 |
| 0.950 | 0.172 | 0.949 |
| 1.000 | 0.006 | −0.025 |
| 1.050 | −0.129 | −0.891 |

At this \(\mathbf k\) the error is 0.4% of the energy at the Wigner-Seitz radius and 40% for touching spheres. It passes through zero just below \(s_{\rm WS}\), and making the spheres still larger spoils the result again, with the sign opposite to that for touching spheres. The figures depend on \(\mathbf k\): at \((0.8,0.12,0.04)\,2\pi/a\), where the exact energy is 11.7 eV and \(ks\) is larger, the errors are 1.6% and 30%.

The small error also shows the limit of a first-order estimate. The slope at \(\tau=E\) would predict \(0.00616\times6.260=+0.039\) eV, but the error is −0.025 eV. The integral formula requires the average of \(\eta\) over the interval to be \(-0.025/6.26=-0.004\), so \(\eta\) changes sign on the way. Away from \(\tau=E\) the envelope is no longer a plane wave, and its density need not be uniform. Once the leading volume term is gone, such small terms decide the sign.

## Iron: waves that are far from uniform

Does the cancellation survive for d electrons? Consider bcc iron at the same rounded lattice constant and \(\mathbf k\). The potential comes from a self-consistent LDA calculation (Slater exchange, VWN correlation) for one neutral Wigner-Seitz sphere, with occupation \(3d^74s^1\) and zero radial slope at the surface. It leaves out magnetism, relativity, nonspherical terms and self-consistency over the Brillouin zone. It provides realistic waves, not a prediction for iron. \(V_0\) is the potential at the Wigner-Seitz radius.

In the table, the first two columns of results are \(N_{\rm cell}/N_{\rm in}\) and \(N_{\rm sph}/N_{\rm in}\) at \(\kappa=0\) for the Wigner-Seitz sphere. The last two give \(E_{\rm matched}-E(0)\) in eV. The radial mesh limits the last digit: a converged radial solution lowers both drifts by 0.0002 in band 1 and by 0.0001 in band 3, leaves their differences unchanged, and moves the last two columns by less than 0.001 eV.

| Band | \(S\) drift | \(P\) drift | Change, WS | Change, touching |
|---|---|---|---|---|
| 1 | 0.4715 | 0.4761 | 0.006 | −0.531 |
| 2 | 0.0822 | 0.0948 | 0.052 | −0.233 |
| 3 | 0.1884 | 0.1780 | −0.080 | −0.449 |
| 4 | −0.0876 | −0.0914 | −0.028 | −0.129 |
| 5 | −0.0913 | −0.0923 | −0.012 | −0.108 |

For band 3, \(\eta=0.1884-0.1780=0.0104\). The matched level lies 5.694 eV above \(V_0\), so the first-order change is \(-0.0104\times5.694=-0.059\) eV; the full change is −0.080 eV. For band 1, whose matched level lies 3.759 eV above \(V_0\), the estimate is poorer: \(+0.0046\times3.759=+0.017\) eV against a full change of 0.006 eV. Changing \(S\) alone, with \(P\) left at \(\kappa=0\), would give a first-order change of \(-0.1884\times5.694=-1.07\) eV. With \(K_l\) and \(J_l\) normalised as above, the structure constants are therefore far from insensitive to \(\kappa\); it is their combination with \(P\) that is. The separate drifts depend on this normalisation: replacing \(K\) by \(g(\tau)K\) and \(J\) by \(J/g(\tau)\) multiplies both \(S\) and \(P\) by \(g^2\) and adds the same term, \((2\dot g/g)\,a^\dagger Sa=(2\dot g/g)\,a^\dagger Pa\), to \(a^\dagger\dot Sa\) and to \(a^\dagger\dot Pa\) (with \(a\) rescaled to \(a/g\)), which then no longer equal \(-4N_{\rm cell}\) and \(-4N_{\rm sph}\) separately. Only their difference, and hence \(\eta\), is independent of the choice.

The negative drifts of bands 4 and 5 are not negative probabilities. They are finite parts, from which positive inverse powers have been removed. In bands 1 and 2 the difference itself is negative. Since the \(l>2\) norm is positive, the caps must there hold more norm than the corners and the \(l>2\) waves together.

The mean absolute change is 0.036 eV for the Wigner-Seitz sphere and 0.29 eV for touching spheres. The ratio of the two, about 1 to 8, is milder than the 1 to 100 found for free electrons. Both ratios belong to this \(\mathbf k\): at four other points of the zone the iron ratio runs from 1 to 4 up to 1 to 15, with Wigner-Seitz means of 0.03 to 0.06 eV, and the free-electron ratio from 1 to 19 up to 1 to 155; the iron ratio is the milder one at each point. The touching-sphere change is much smaller than in the free case: the average of \(\eta\) over the interval, the size of the change divided by \(E_{\rm matched}-V_0\), runs from \(0.108/6.985=0.015\) for band 5 to \(0.531/3.802=0.14\) for band 1, against \(2.507/6.260=0.40\) for free electrons. The Wigner-Seitz change, 0.036 eV against 0.025 eV, is not smaller.

## Where the argument stops

The result \(dE/d\tau=-\eta\) holds within the stated model, but a small \(\eta\) is a property of the wave and the radius. It can fail in three ways. The density in the corners can differ strongly from that in the caps. The omitted partial waves can carry much norm, as happens when \(ks\) grows. Or \(N_{\rm in}\) can be small, so that even a modest numerator gives a steep slope. A large \(E-V_0\) magnifies whatever \(\eta\) remains.

Nor does insensitivity to \(\kappa\) show that the potential is right. Replacing the crystal potential by overlapping spherical ones is a separate approximation. What the cancellation justifies is narrower: once space-filling spheres have been adopted, and while \(\eta\) stays small, the envelope's kinetic energy can be set to zero at little cost. The numerical check compares the slope of the secular roots with the plane-wave norms for free electrons and, for iron, with norms from a direct integration over the cell at a negative \(\tau\) (−10.9 eV), where the lattice sums converge directly.

## Calculated quantities

```
lattice constant 2.900 angstrom; k = [0.5 0.3 0.1] x 2pi/a
Wigner-Seitz radius 1.4279 angstrom
touching radius 1.2557 angstrom, filling 0.6802
structure constants vs direct sums, largest difference 2.5e-08
free electrons: exact energy 6.2597 eV
radius/WS | kappa=0 error (eV) | -dE/dtau from roots | from norms
  0.8794 |     2.5066 |    0.47465 |    0.47464
  0.9500 |     0.9491 |    0.17176 |    0.17176
  1.0000 |    -0.0249 |    0.00616 |    0.00616
  1.0500 |    -0.8911 |   -0.12920 |   -0.12920
share of l>2 in the plane wave in the WS sphere 0.00613
iron sphere: potential at WS radius V0 = -10.643 eV
iron, tau = -10.885 eV: -dE/dtau from roots | cell quadrature
  band 1:  -0.02091 |  -0.02103
  band 2:  -0.01975 |  -0.01977
  band 3:  -0.00064 |  -0.00067
  band 4:   0.00273 |   0.00272
  band 5:  -0.00080 |  -0.00081
iron, Wigner-Seitz sphere, kappa = 0; energies in eV
band | E-V0 | d share | S drift | P drift | net | E-V0 matched | change
1 |   3.753 | 0.799 |   0.4715 |   0.4761 |  -0.0046 |   3.759 |   0.006
2 |   4.643 | 0.985 |   0.0822 |   0.0948 |  -0.0127 |   4.696 |   0.052
3 |   5.773 | 0.825 |   0.1884 |   0.1780 |   0.0104 |   5.694 |  -0.080
4 |   6.355 | 0.987 |  -0.0876 |  -0.0914 |   0.0039 |   6.327 |  -0.028
5 |   6.992 | 0.962 |  -0.0913 |  -0.0923 |   0.0010 |   6.980 |  -0.012
mean absolute change, Wigner-Seitz: 0.0355 eV
iron, touching sphere, kappa = 0; energies in eV
band | E-V0 | d share | S drift | P drift | net | E-V0 matched | change
1 |   4.333 | 0.908 |   0.3276 |   0.2109 |   0.1166 |   3.802 |  -0.531
2 |   4.947 | 0.993 |   0.0695 |   0.0244 |   0.0451 |   4.715 |  -0.233
3 |   6.170 | 0.960 |   0.0205 |  -0.0300 |   0.0504 |   5.721 |  -0.449
4 |   6.462 | 0.993 |  -0.0841 |  -0.1020 |   0.0179 |   6.333 |  -0.129
5 |   7.094 | 0.987 |  -0.1211 |  -0.1335 |   0.0125 |   6.985 |  -0.108
mean absolute change, touching: 0.2900 eV
```
